# The Fowler–Nordheim prefactor from the zero-temperature electron supply

Anyone who computes the current through a silica film at high field must decide which masses and which barrier height enter the prefactor of the Fowler–Nordheim law. The exponent contains the oxide mass alone, but the prefactor may also contain the ratio $m_{Si}/m_{ox}$. For a WKB transmission with unit prefactor, whether that ratio belongs there depends on one assumption about transverse motion; matching of the wave function at the interface alters the mass dependence further. The theorem below gives the prefactor under that assumption, and Proposition 2 shows what replaces it when parallel momentum is conserved.

## Setting and assumptions

The emitter fills $x<0$ and the oxide $x>0$. Energies are measured from the emitter band bottom, $q>0$ is the elementary charge, $F>0$ is the magnitude of the oxide field, and $J$ is the magnitude of the current density. SI units are used in the formulas, so the barrier $\phi$ is an energy.

1. The emitter has one isotropic parabolic valley of mass $m_{Si}$, two spin states and temperature zero. States are filled up to $E_F$, and the collector states are empty.
2. The potential energy in the oxide is $U(x)=E_F+\phi-qFx$. Thus $\phi$ is measured from the emitter Fermi level, not from the band bottom.
3. The transmission $D$ depends only on the normal energy $E_x=\hbar^2k_x^2/2m_{Si}$. It has the WKB form with unit prefactor and oxide mass $m_{ox}$.
4. The oxide is thick enough for the electrons that carry the current to leave the barrier inside it. At the Fermi level this means an oxide voltage above $\phi/q$.

Write $\varepsilon=E_F-E_x$ for the normal-energy deficit, and define

$$d=\frac{\hbar qF}{2\sqrt{2m_{ox}\phi}},\qquad B=\frac{4\sqrt{2m_{ox}}\,\phi^{3/2}}{3\hbar q}.$$

The energy $d$ will turn out to be the scale on which the transmission decays below the Fermi level.

**Theorem.** Under assumptions 1–4, the current density satisfies

$$J\simeq AF^2e^{-B/F},\qquad A=\frac{q^3m_{Si}}{8\pi h\,\phi\,m_{ox}},$$

in the sense that the ratio of the two sides tends to one when $d/\phi\to0$ and $E_F/d\to\infty$. Outside this limit the right-hand side is an upper bound on $J$ within the same model.

## Supply and transmission

**Lemma 1 (supply).** Under assumptions 1 and 3,

$$J=\frac{4\pi q\,m_{Si}}{h^3}\int_0^{E_F}\varepsilon\,D\,d\varepsilon .$$

*Proof.* There are $2\,d^3k/(2\pi)^3$ states per unit volume. Each occupied state with $k_x>0$ contributes $qv_xD$, so

$$J=2q\int_{k_x>0}\frac{d^3k}{(2\pi)^3}\,v_x\,D\,f .$$

Because $v_x=\hbar^{-1}dE_x/dk_x$, we have $v_x\,dk_x=dE_x/\hbar$: the velocity cancels the one-dimensional density of states. At fixed $E_x$ the occupied transverse states satisfy $\hbar^2k_\perp^2/2m_{Si}\le\varepsilon$. They fill a disc of area $\pi(2m_{Si}\varepsilon/\hbar^2)$, and therefore

$$\int\frac{d^2k_\perp}{(2\pi)^2}f=\frac{1}{4\pi^2}\,\frac{2\pi m_{Si}\varepsilon}{\hbar^2}=\frac{m_{Si}\varepsilon}{2\pi\hbar^2}.$$

Since $D$ does not depend on $k_\perp$, it stays outside this integral. Collecting factors gives

$$J=2q\,\frac{1}{2\pi\hbar}\,\frac{m_{Si}}{2\pi\hbar^2}\int\varepsilon D\,dE_x=\frac{q\,m_{Si}}{2\pi^2\hbar^3}\int_0^{E_F}\varepsilon D\,d\varepsilon .$$

With $\hbar^3=h^3/8\pi^3$ the coefficient becomes $4\pi qm_{Si}/h^3$. ∎

The factor $\varepsilon$ counts transverse states. An electron at the Fermi level with all its energy in normal motion sees the thinnest barrier, but there are no other transverse states to accompany it. Lower normal energies have more states and less transmission.

**Lemma 2 (transmission).** $D=e^{-S(\varepsilon)}$ with

$$S(\varepsilon)=\frac{4\sqrt{2m_{ox}}}{3\hbar qF}(\phi+\varepsilon)^{3/2},\qquad S(0)=\frac BF=\frac{2\phi}{3d},\qquad S'(0)=\frac1d .$$

*Proof.* The barrier above the normal energy is $U-E_x=\phi+\varepsilon-qFx$, which vanishes at $L=(\phi+\varepsilon)/qF$. Hence

$$S=\frac{2\sqrt{2m_{ox}}}{\hbar}\int_0^L\sqrt{\phi+\varepsilon-qFx}\;dx .$$

With $y=\phi+\varepsilon-qFx$ and $dx=-dy/qF$, the integral is $\frac{2}{3}(\phi+\varepsilon)^{3/2}/qF$, which gives $S$. Differentiation gives $S'(0)=2\sqrt{2m_{ox}\phi}/(\hbar qF)=1/d$. Since $S\propto(\phi+\varepsilon)^{3/2}$, also $S'(0)=3S(0)/2\phi$, so $S(0)=2\phi/3d$. ∎

## Proof of the theorem

Set $\varepsilon=ud$, $r=E_F/d$ and $s=d/\phi$. Split the action as $S=B/F+u+R$, where $R$ is what remains after the linear expansion. Lemma 1 becomes

$$J=\frac{4\pi qm_{Si}}{h^3}\,d^2e^{-B/F}\int_0^r u\,e^{-u}e^{-R}\,du .$$

The function $S$ is convex, so it lies above its tangent and $R\ge0$. The integrand is thus at most $ue^{-u}$, whose integral over all $u>0$ is one. At fixed $u$, $R\to0$ as $s\to0$. By dominated convergence the integral tends to one when $s\to0$ and $r\to\infty$, and it never exceeds one.

It remains to evaluate the coefficient:

$$d^2=\frac{\hbar^2q^2F^2}{8m_{ox}\phi}=\frac{h^2q^2F^2}{32\pi^2m_{ox}\phi},$$

$$\frac{4\pi qm_{Si}}{h^3}\,d^2=\frac{4\pi}{32\pi^2}\,\frac{q^3m_{Si}F^2}{h\,m_{ox}\phi}=\frac{q^3m_{Si}}{8\pi h\phi m_{ox}}F^2 .\qquad∎$$

The origin of each factor is now visible. The mass $m_{Si}$ counts transverse emitter states. The combination $F^2/(m_{ox}\phi)$ is the square of the decay energy: one power of $d$ is the width of the emitting range in normal energy, the other is the typical range of transverse energy. In the limit of the theorem the emitted electrons have the distribution $ue^{-u}$, which peaks at $\varepsilon=d$ and has mean $\int u^2e^{-u}du=2$, that is, $2d$.

## Corrections within the model

**Proposition 1.** For a deep sea, the curvature of $S$ multiplies the formula by

$$1-\tfrac32s+\tfrac{19}{4}s^2+O(s^3).$$

For a linear exponent and finite $r$, the factor is $1-(1+r)e^{-r}$.

*Proof.* From $(1+y)^{3/2}=1+\frac32y+\frac38y^2-\frac1{16}y^3+\dots$ with $y=su$,

$$S=\frac{2}{3s}(1+su)^{3/2}=\frac2{3s}+u+\frac{su^2}{4}-\frac{s^2u^3}{24}+\dots$$

so that

$$e^{-R}=1-\frac{su^2}{4}+s^2\left(\frac{u^3}{24}+\frac{u^4}{32}\right)+\dots$$

The expansion is used where $su^2$ is small; the bound $e^{-R}\le1$ makes the remaining range exponentially small. Multiplying by $ue^{-u}$ and using $\int_0^\infty u^ne^{-u}du=n!$ gives $1-6s/4+s^2(24/24+120/32)$, as stated. For the finite sea, integration by parts gives $\int_0^rue^{-u}du=1-(1+r)e^{-r}$. ∎

For $r\ll1$ the second factor is $r^2/2$. Then $J\propto E_F^2e^{-B/F}$ without the $F^2$ of the theorem, at fixed $E_F$: the filled states, not the decay of $D$, limit the range of energies.

## When parallel momentum is conserved

At a smooth interface the parallel wave vector $k_\parallel$ is conserved. In the oxide the transverse motion costs $\hbar^2k_\parallel^2/2m_{ox}$, which differs from its cost in the emitter if the masses differ. Assumption 3 then fails.

**Proposition 2.** Let $\mu=m_{Si}/m_{ox}\ne1$. With $k_\parallel$ conserved and a linear exponent, the current divided by $AF^2e^{-B/F}$ is

$$g=\frac1\mu\left[1-e^{-r}-\frac{e^{-\mu r}-e^{-r}}{1-\mu}\right].$$

For a deep sea $g\to1/\mu$, so the prefactor becomes $q^3/(8\pi h\phi)$.

*Proof.* Let $\eta=E_F-E$ be the deficit in total energy and $w=\hbar^2k_\parallel^2/2m_{ox}$. The barrier to be crossed at $x=0$ is $\phi+\eta+w$, so $D=e^{-B/F-(\eta+w)/d}$. At fixed $k_\parallel$ we have $v_xdk_x=dE/\hbar$, and the transverse measure is $d^2k_\parallel/(2\pi)^2=m_{ox}\,dw/2\pi\hbar^2$. Propagation in the emitter requires $\hbar^2k_\parallel^2/2m_{Si}\le E$, or $w\le\mu(E_F-\eta)$. With $v=\eta/d$,

$$J=\frac{qm_{ox}d^2}{2\pi^2\hbar^3}e^{-B/F}\int_0^re^{-v}\left[1-e^{-\mu(r-v)}\right]dv .$$

The first term integrates to $1-e^{-r}$. The second is

$$e^{-\mu r}\int_0^re^{-(1-\mu)v}dv=\frac{e^{-\mu r}-e^{-r}}{1-\mu}.$$

The coefficient carries $m_{ox}$ where the theorem carries $m_{Si}$, which supplies the factor $1/\mu$. For $r\to\infty$ the bracket tends to one. ∎

The mass ratio cancels because the oxide now selects the transverse states: those with $w$ up to about $d$ contribute, and their number is proportional to $m_{ox}$. For a shallow sea the integrand is approximately $\mu(r-v)$, so $g\to r^2/2$, the same limit as in Proposition 1. There $D$ is nearly constant over all filled states, and it no longer matters which energy it depends on. For $\mu\to1$ the bracket tends to $1-e^{-r}-re^{-r}$, and the two models coincide at every depth.

## Temperature and several valleys

**Proposition 3.** For a deep sea, a linear exponent and $c=k_BT/d<1$, the current is multiplied by $\pi c/\sin\pi c$.

*Proof.* At temperature $T$ the transverse integral replaces $\varepsilon$ by $G(\varepsilon)=k_BT\ln(1+e^{\varepsilon/k_BT})$. The factor is $d^{-2}\int_{-\infty}^{\infty}Ge^{-\varepsilon/d}d\varepsilon$. Integrate by parts; the boundary term at $-\infty$ behaves as $e^{\varepsilon(1/k_BT-1/d)}$ and vanishes because $k_BT<d$. With $G'=1/(1+e^{-\varepsilon/k_BT})$ and $y=e^{-\varepsilon/k_BT}$,

$$\frac1d\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/d}}{1+e^{-\varepsilon/k_BT}}d\varepsilon=c\int_0^\infty\frac{y^{c-1}}{1+y}dy=\frac{\pi c}{\sin\pi c}.$$

For the last integral $I$, a contour around the cut on the positive axis encloses the pole at $y=-1$. It gives $(1-e^{2\pi i(c-1)})I=2\pi i\,e^{i\pi(c-1)}$, hence $I=-\pi/\sin\pi(c-1)=\pi/\sin\pi c$. ∎

If an ellipsoidal valley has principal masses $m_x,m_y,m_z$ along the normal and across it, the filled disc of Lemma 1 becomes an ellipse of area $2\pi\sqrt{m_ym_z}\,\varepsilon/\hbar^2$. Under assumption 3, $m_{Si}$ is then replaced by $\sum\sqrt{m_ym_z}$ over the valleys.

## Worked example

Take round parameters: $\phi=2.9$ eV, $m_{Si}=0.3\,m_0$, $m_{ox}=0.4\,m_0$, and a field of 10 MV/cm across 7 nm of oxide. The oxide voltage is 7 V, and the tunnelling distance at the Fermi level is $2.9\ \mathrm{eV}/(1\ \mathrm{eV/nm})=2.9$ nm, so assumption 4 holds.

The constants are $A=3.99\times10^{-7}$ A/V² and $B=213.4$ MV/cm, so $B/F=21.34$. With $F=10^9$ V/m, $AF^2=3.99\times10^{11}$ A/m² $=3.99\times10^7$ A/cm², and

$$J=3.99\times10^7\,e^{-21.336}\ \mathrm{A/cm^2}=2.16\times10^{-2}\ \mathrm{A/cm^2}.$$

At 8 MV/cm and the same barrier, the prefactor falls by $0.64$ and the exponent grows by $5.33$, giving $6.7\times10^{-5}$ A/cm². An error of 1% in $B$ changes $J$ at 10 MV/cm by a factor $e^{0.213}=1.24$, comparable with the mass ratio under discussion.

The decay energy is $d=2\phi/(3\times21.336)=0.0906$ eV and the mean deficit is 0.181 eV. Here $s=0.0312$, and Proposition 1 gives $1-0.0469+0.0046=0.958$. A direct sum over the three components of $\mathbf k$, with the unexpanded action and a sea of depth $40d$, gives 0.957.

**Depth of the sea.** Accumulated silicon supplies a finite $E_F$. In the Thomas–Fermi approximation, let $\zeta(z)$ be the local Fermi energy above the band bottom at distance $z$ from the oxide. The density is $n=\gamma\zeta^{3/2}$, with $\gamma=6(2m_d)^{3/2}/3\pi^2\hbar^3$ for six valleys and $m_d^3=m_lm_t^2$. Poisson's equation is $\zeta''=q^2n/\epsilon_{Si}$. Multiplying by $\zeta'$ and integrating from the bulk, where $\zeta$ and $\zeta'$ are set to zero, gives

$$\tfrac12\zeta'^2=\frac{2q^2\gamma}{5\epsilon_{Si}}\zeta^{5/2},\qquad E_F^{5/2}=\frac{5\epsilon_{Si}F_{Si}^2}{4\gamma},$$

where $F_{Si}=\epsilon_{ox}F/\epsilon_{Si}$ is the silicon field at the surface. With valley masses $0.92$ and $0.19\,m_0$ and relative permittivities 11.7 and 3.9, $E_F=0.20$ eV and $r=2.22$. This is not a deep sea. Proposition 1 gives $1-3.22\,e^{-2.22}=0.65$, and Proposition 2, with $\mu=0.75$, gives 0.76. The deep-sea value of Proposition 2 would be 1.33. At this depth the choice between the two assumptions therefore changes the current by 17%, not 33%, relative to the normal-energy result. This figure combines the six-valley depth with the single valley of mass $0.3\,m_0$. If that valley held the whole charge, $E_F$ would be 0.43 eV and the change 28%; for a valley of transverse mass $0.19\,m_0$ centred at zero $k_\parallel$, the change at $E_F=0.20$ eV is 41%.

**The barrier.** The band offset at the interface is $\phi+E_F=3.10$ eV. Using it in place of $\phi$ multiplies $J$ by 0.098, a tenfold error. It outweighs every prefactor correction in the example.

**Matching at the interface.** The triangular barrier can be solved with Airy functions, with $\psi$ and $\psi'/m$ continuous at the interface and an outgoing wave in the oxide. For the same finite sea, with transmission still a function of normal energy, the current is 0.76 times the WKB current. Its agreement with the factor from Proposition 2 has no significance established here, since the two quantities have different definitions. The matched transmission depends on $m_{Si}$ itself: at this fixed depth the current varies about as $m_{Si}^{0.55}$ rather than linearly.

## Comparison with a silicon–silica device

The offset of 3.1 eV and the oxide mass of $0.4\,m_0$ are round values in the regime of silica on silicon, but the oxide mass is a fitted quantity and the current is very sensitive to it: with $0.5\,m_0$ at the same $\phi$, $B=238.5$ MV/cm and $J=1.4\times10^{-3}$ A/cm², about 15 times smaller. The field of 10 MV/cm is high, close to the breakdown range of good oxides. The single valley with $m_{Si}=0.3\,m_0$ is a simplification: for a (100) surface the six-valley supply mass is $2(0.19)+4\sqrt{0.92\times0.19}=2.05$ in units of $m_0$, which raises the deep-sea current by a factor of 6.8. That figure relies on assumption 3. Four of the valleys are centred at nonzero $k_\parallel$, and conserved parallel momentum would suppress their contribution. At 300 K, Proposition 3 adds 15% for a deep sea. For the finite sea of the example, at a fixed Fermi level, the relative increase is larger, because the thermal gain is nearly the same while the zero-temperature current is smaller. A classical image force, with optical permittivity 2.1 and the image charge reduced by $(11.7-2.1)/(11.7+2.1)$ for a dielectric silicon emitter, lowers the barrier maximum by 0.69 eV and raises the transmission at the Fermi level by a factor of 6.2 (a metallic emitter would give 0.83 eV and 12); a barrier fitted to the slope of $\ln(J/F^2)$ against $1/F$ between 8 and 11 MV/cm comes out at 2.88 eV and absorbs only a factor of about 1.25, so most of the effect appears in the prefactor.

Real accumulation layers also break the picture of a three-dimensional supply. A triangular well at the mean layer field, 1.67 MV/cm, has its lowest level 0.245 eV above the band bottom, higher than the Thomas–Fermi $E_F$. A rough alternative places the whole sheet density, $2.16\times10^{13}$ cm⁻², in that level, with a classical attempt rate of $5.2\times10^{13}$ s⁻¹. At the same band offset the barrier above the level is $3.101-0.245=2.856$ eV, and the action is $21.336\,(2.856/2.9)^{3/2}=20.85$. The product of charge, rate and transmission is 0.16 A/cm², or 7.3 times $J$. This comparison fixes the band offset, not $\phi$. With two valleys of transverse mass $0.19\,m_0$, the sheet density fills the level to about 0.14 eV above its bottom, so the barrier above the Fermi level falls to about 2.72 eV. If $\phi$ were held at 2.9 eV instead, the same estimate would lie close to $J$. The sevenfold ratio thus comes mainly from the position of the Fermi level. The ratio itself is not robust. A self-consistent Schrödinger–Poisson solution (Hartree, hard wall, no exchange or correlation) puts the lowest level near 0.34 eV, with about 70% of the charge in it at 300 K and 80% at 30 K. With a classical attempt rate, that level carries about 15 times $J$ at the same band offset, and 1.0–1.1 times $J$ at $\phi=2.9$ eV. The higher levels face a thinner barrier: with transmission depending on normal energy only, all levels together carry about 31 and 2.4 times $J$ at 300 K, and 21 and 1.4 times $J$ at 30 K. Letting the wave function penetrate the oxide at 300 K lowers the lowest level to about 0.32 eV and its current at the same offset to about 10 times $J$. The factors in this section overlap and should not be multiplied together. They show that the absolute current depends strongly on the emitter model and on which barrier height is held fixed.

For a rough charge to breakdown of 10 C/cm², the current $J$ would reach that charge in $10/0.0216\approx460$ s at constant field. If the charge to breakdown did not depend on the stress, a sevenfold larger current would shorten the time sevenfold, and an oxide mass of $0.5\,m_0$ would lengthen it to about 7200 s. Trapped charge, which would change the field during the stress, is not included.

## Table of computed values

```
Barrier above Fermi level: 2.90 eV
Emitter mass m_Si: 0.30 m0
Oxide mass m_ox: 0.40 m0
Oxide field: 10.0 MV/cm
Oxide thickness: 7.0 nm
Oxide voltage: 7.0 V
Tunnelling distance at Fermi level: 2.90 nm
Prefactor A: 3.9865e-07 A/V^2
Slope B: 213.36 MV/cm
Decay energy d: 0.0906 eV
Mean normal deficit of emitted electrons: 0.1812 eV
Exponent B/F: 21.336
A F^2: 3.9865e+07 A/cm^2
Current density J: 2.1611e-02 A/cm^2
J at 8 MV/cm, same barrier: 6.6737e-05 A/cm^2
Small parameter d/phi: 0.0312
Accumulation layer (Thomas-Fermi, six valleys)
Longitudinal valley mass: 0.92 m0
Transverse valley mass: 0.19 m0
Static permittivity of Si: 11.7
Static permittivity of oxide: 3.9
Sheet density: 2.155e+13 cm^-2
Fermi energy above band bottom: 0.201 eV
Fermi energy over d: 2.217
Band offset: 3.101 eV
Current factors relative to J unless stated
Unexpanded exponent, deep sea: 0.9572
Finite sea: 0.649
Finite sea, parallel momentum conserved: 0.758
Deep sea, parallel momentum conserved: 1.333
Temperature: 300 K
Thermal factor, deep sea: 1.148
Six-valley supply mass: 2.052 m0
Six-valley factor, deep sea: 6.841
Airy over WKB current, both finite sea: 0.758
Optical permittivity of oxide: 2.1
Image-force barrier lowering: 0.691 eV
Image-force factor at Fermi level: 6.21
Band offset mistaken for phi: 0.0981
Confined layer, rough one-subband estimate
Mean field in layer: 1.67 MV/cm
Lowest level above band bottom: 0.245 eV
Attempt rate: 5.21e+13 1/s
Subband current density: 1.58e-01 A/cm^2
Subband current over J: 7.32
Charge to breakdown, rough input: 10 C/cm^2
Time to breakdown at J: 4.6e+02 s
```
